# How shared photon noise correlates the edges of a narrow line

**Question.** If the two edges of a resist line wandered independently, the roughness of its width would be \(\sqrt2\) times that of one edge. Resist blur spreads the effect of each absorbed photon over several nanometres, so the edges of a narrow line share part of their noise. Does this sharing make the width rougher or smoother than \(\sqrt2\) times the edge roughness, and by how much?

**Answer.**

**What an extra photon does**

Take a bright line, which is exposed and remains after development in a negative-tone resist. The signal exceeds the development threshold inside the line and is below it outside. Going from left to right, the signal rises through the threshold at the left edge and falls through it at the right edge, so the two slopes have opposite signs.

Suppose that a few extra photons are absorbed near the middle of the line, and that their blurred signal reaches both edges. More material is then above threshold: the left edge moves left and the right edge moves right. A deficit of photons moves both inward. The noise is shared with the same sign, but the displacements are opposite. The width takes up the sum of the two responses, while the line centre takes up their difference. Sharing of this kind therefore makes the width rougher.

For a dark line, which is unexposed and remains in a positive-tone resist, both slopes are reversed. Extra photons move both edges inward, and the displacements are again opposite.

**From signal noise to edge displacement**

Let \(x\) run across the line and \(y\) along it, with a bright line centred at \(x=0\). The mean density of absorbed photons, integrated through the film, is

\[
n(x)=n_0\,[1+M\cos kx],\qquad k=\frac{2\pi}{p},\qquad w=\frac p2 ,
\]

where \(M\) is the image contrast, \(p\) the pitch and \(w\) the line width. The edges lie at \(x=\pm w/2\), where the cosine vanishes. Photons arrive independently (Poisson statistics), and each contributes a normalized two-dimensional Gaussian \(K\) of standard deviation \(s\) to the signal \(S\).

Averaging \(\cos kx\) over a Gaussian of variance \(s^2\) multiplies it by \(b=e^{-k^2s^2/2}\). The mean signal and its slope are therefore

\[
\bar S(x)=n_0[1+Mb\cos kx],\qquad \bar S'(x)=-n_0Mbk\sin kx .
\]

Since \(kw/2=\pi/2\), the slope is \(+g\) at the left edge and \(-g\) at the right edge, with \(g=n_0Mbk\).

The resist edge is the contour \(S=n_0\). Let \(u\) be its displacement, positive towards \(+x\) at both edges, and let \(\delta S\) be the signal noise. To first order,

\[
\bar S(x_e)+\bar S'(x_e)\,u+\delta S=n_0 .
\]

Because \(\bar S(x_e)=n_0\), this gives \(u=-\delta S/\bar S'(x_e)\), or

\[
u_L=-\frac{\delta S_L}{g},\qquad u_R=+\frac{\delta S_R}{g},\qquad
\delta w=u_R-u_L=\frac{\delta S_R+\delta S_L}{g}.
\]

**How much noise the edges share**

Divide the plane into small cells of area \(dA\). Their photon counts are independent, and each has a variance equal to its mean, \(n\,dA\). The noise at two points is a weighted sum of the same count fluctuations, so its covariance is

\[
C=\int K(\mathbf r_1-\mathbf r)\,K(\mathbf r_2-\mathbf r)\,n(x)\,dA .
\]

This cannot be negative, because neither \(K\) nor \(n\) is. To evaluate it, write \(\bar x=(x_1+x_2)/2\) and use

\[
(x_1-x)^2+(x_2-x)^2=2(x-\bar x)^2+\tfrac12(x_1-x_2)^2 ,
\]

with the same identity in \(y\). The product of the two kernels becomes

\[
\frac{1}{4\pi^2s^4}\,
e^{-[(x_1-x_2)^2+(y_1-y_2)^2]/4s^2}\,
e^{-[(x-\bar x)^2+(y-\bar y)^2]/s^2}.
\]

The last factor integrates to \(\pi s^2\), which leaves the prefactor \(1/(4\pi s^2)\). It is also a Gaussian of variance \(s^2/2\) about the midpoint, so it averages the cosine with a factor \(e^{-k^2s^2/4}\). Hence

\[
C=\frac{n_0}{4\pi s^2}\,
e^{-[(x_1-x_2)^2+(y_1-y_2)^2]/4s^2}
\left[1+Me^{-k^2s^2/4}\cos k\bar x\right].
\]

At a single edge the cosine is zero, and the noise variance is \(n_0/(4\pi s^2)\). Between opposite edges at the same \(y\) the separation is \(w\), and the midpoint is the line centre. There the cosine is \(+1\) for a bright line and \(-1\) for a dark one. Dividing the covariance by the variance gives the noise correlation

\[
\rho=e^{-w^2/4s^2}\left[1\pm Me^{-k^2s^2/4}\right],
\]

with plus for bright and minus for dark. The shared photons are those absorbed around the midpoint. A bright line has many there and a dark line few.

**From correlation to width roughness**

Let LER and LWR be the standard deviations of edge position and width on a long line. Then

\[
\mathrm{LER}=\frac1g\sqrt{\frac{n_0}{4\pi s^2}}
=\frac{1}{Mbk\sqrt{4\pi s^2n_0}} .
\]

The opposite signs in \(u_L\) and \(u_R\) give \(\langle u_Lu_R\rangle=-\rho\,\mathrm{LER}^2\), so

\[
\mathrm{LWR}^2=\langle u_R^2\rangle+\langle u_L^2\rangle-2\langle u_Lu_R\rangle
=2\,\mathrm{LER}^2(1+\rho),
\]

\[
\boxed{\mathrm{LWR}=\sqrt2\;\mathrm{LER}\,\sqrt{1+\rho}}
\]

The line centre \((u_L+u_R)/2\) has variance \(\mathrm{LER}^2(1-\rho)/2\), so it is steadier than it would be with independent edges.

The \(y\) dependence of \(C\) is the same factor for one edge and for the pair. In this linear model the power spectrum of the width is therefore \(2(1+\rho)\) times that of an edge at every spatial frequency along the line.

For \(w\gg s\) the correlation vanishes and the factor \(\sqrt2\) returns. At low contrast the exposure is nearly uniform and the midpoint factor in brackets tends to 1. Because LER grows as \(1/M\), the linear formula applies there only if the dose is high enough to keep the edge displacements small. Then \(\rho=e^{-w^2/4s^2}\), which lies between the bright and dark values, and an excess above 5 % requires \(1+\rho>1.05^2\), or

\[
w<2s\sqrt{-\ln 0.1025}=3.02\,s .
\]

**A 14 nm line**

Consider exposure at 13.5 nm wavelength, pitch 28 nm, \(w=14\) nm, \(s=5\) nm and \(M=0.9\). The local dose at the edge is 20 mJ/cm². With a photon energy of 91.84 eV this is 13.59 photons/nm². A 30 nm film absorbing 5 per µm captures the fraction \(1-e^{-0.15}=0.1393\), so \(n_0=1.893\) nm⁻².

With \(k=0.2244\) nm⁻¹ and \(b=0.5329\),

\[
g=1.893\times0.9\times0.5329\times0.2244\approx0.204\ \text{nm}^{-3}.
\]

The noise at the edge is 4.10 % of \(n_0\), hence

\[
\mathrm{LER}=\frac{0.0410\times1.893}{0.204}\approx0.381\ \text{nm},\qquad
\sqrt2\,\mathrm{LER}=0.539\ \text{nm}.
\]

The distance factor is \(e^{-w^2/4s^2}=0.1409\). The midpoint factors are 1.657 (bright) and 0.343 (dark), so

\[
\rho_{\rm bright}=0.1409\times1.657=0.233,\qquad
\rho_{\rm dark}=0.1409\times0.343=0.048 .
\]

The bright line has \(\mathrm{LWR}=0.539\sqrt{1.233}=0.598\) nm, an excess of 11 % over \(\sqrt2\,\mathrm{LER}\). The dark line has 0.552 nm, an excess of 2.4 %.

These values rest on a linearized contour. As a test, 30 random photon maps of 224 nm by 2048 nm were blurred and their full threshold contours traced. The LER was 0.384 nm, the edge correlations were −0.237 (bright) and −0.053 (dark), and the ratios \(\mathrm{LWR}/(\sqrt2\,\mathrm{LER})\) were 1.112 and 1.026. For the bright line the ratio was 1.117 for wavelengths along the line above 100 nm and 1.108 between 40 and 100 nm, against 1.111 from the formula.

The ratio falls quickly with width. At fixed \(s=5\) nm and \(M=0.9\), with the pitch kept at \(2w\), the formula gives:

| \(w\) (nm) | bright | dark |
|---|---|---|
| 10 | 1.244 | 1.091 |
| 14 | 1.111 | 1.024 |
| 20 | 1.016 | 1.002 |

Since \(ks=\pi s/w\), the ratio depends on \(w\) and \(s\) only through \(w/s\) when \(M\) is fixed. A 14 nm line with 3.5 nm blur therefore has the same ratios as the 20 nm line in the table.

**Separating the two causes**

The argument needs both shared noise and opposite slopes, and each can be removed in turn. Pairing the left edge with the right edge 700 nm further along the same simulated lines removes the sharing. The correlation became −0.003 and the ratio 1.001.

To remove the opposite slopes, take two contours 14 nm apart on one rising flank of a wider image, of pitch 112 nm. Both displacements are now \(-\delta S\) divided by a positive slope, so they should agree in sign. The covariance formula, normalized by the noise at the two contours, predicts a correlation of +0.150; the simulation gave +0.144. The distance between the contours had only 0.930 times the roughness of independent edges. Sharing alone therefore does not roughen a width: the slope signs decide.

**When the excess shrinks or reverses**

*Common motion.* Suppose that something independent of the photon noise, such as a wiggle copied from the mask, shifts both edges together by an rms amount \(c\). The width is unchanged, while the edge variance becomes \(\mathrm{LER}^2+c^2\). The excess vanishes when

\[
2\,\mathrm{LER}^2(1+\rho)=2(\mathrm{LER}^2+c^2),\qquad\text{so}\qquad c=\mathrm{LER}\sqrt\rho .
\]

For the bright line this is \(0.381\sqrt{0.233}=0.184\) nm. A larger common motion brings LWR below \(\sqrt2\) times the total LER.

*Acid counting.* In a chemically amplified resist the photon acts through a small number of acids. Let each photon give a Poisson number of acids with mean \(q\), scattered by electrons with spread \(s_1\), and let each acid then blur over \(s_2\), with \(s^2=s_1^2+s_2^2\). For given photon positions, the mean signal per unit yield is the one already treated, so \(C\) remains. The acid counts fluctuate about that mean. Their density is \(q\) times the electron-blurred photon density, and dividing the signal by \(q\) divides the covariance by \(q^2\). The kernel integral above, now with blur \(s_2\), gives the added term at equal \(y\):

\[
\frac{n_0}{4\pi q s_2^2}\,e^{-(x_1-x_2)^2/4s_2^2}
\left[1+Me^{-k^2s_1^2/2-k^2s_2^2/4}\cos k\bar x\right].
\]

Its range is shorter, so it raises the edge variance by a larger factor than the covariance between the edges, and \(\rho\) falls. With \(q=3\), \(s_1=3\) nm and \(s_2=4\) nm, the variance grows by the factor \(1+25/(3\times16)=1.52\). The LER becomes 0.470 nm, \(\rho\) for the bright line falls to 0.179, and the ratio to 1.086. A simulation with 12 maps gave 0.474 nm and a correlation of −0.197. The gap of 0.018 from the formula may contain both sampling scatter and second-order contour terms, which were not separated.

**Limits for real resists**

The parameters are rough values for a chemically amplified resist under extreme-ultraviolet light; a contrast of 0.9 supposes a good image. The three-sigma LER from photon noise is 1.1 nm, but this value depends strongly on contrast and blur: with \(M=0.7\) and \(s=7\) nm the same formula gives 1.9 nm. The model omits polymer granularity, quencher, development and metrology noise. It also averages the photon noise over the whole film thickness, along with a dose that falls to 0.86 of its top value at the film bottom. A blur of 5 nm links only part of a 30 nm film. If the blur is equally wide in depth, the noise at mid-film is larger by a factor of about \(\sqrt{30/(2\sqrt\pi\times5)}=1.30\), which raises the three-sigma LER there to about 1.5 nm. Towards the film surface the blur reaches photons on one side only, and the factor rises to about 1.8 at the top, or about 2 nm. The predicted ratio also assumes that all the noise comes from the blurred photon signal. If other noise, independent at the two edges, doubled the total LER, \(\rho\) would fall fourfold to 0.058 and the bright-line excess to about 3 %. A measured LWR close to \(\sqrt2\,\mathrm{LER}\) therefore does not rule out shared photon noise. It can also mean that independent noise dilutes the anticorrelation, or that common motion offsets it. The numerical output below lists most of the values used here.

## Numbers as computed

```
wavelength 13.5 nm, photon energy 91.84 eV
edge dose 20.0 mJ/cm2, incident photons 13.59 per nm2
absorption 5.0 per um, film thickness 30.0 nm
absorbed fraction 0.1393, n0 1.893 per nm2
dose at film bottom / top 0.861
pitch 28 nm, line width 14.0 nm, blur s 5.0 nm, contrast M 0.9
k 0.2244 per nm, contrast factor b of blur 0.5329
slope left +0.2038, right -0.2038 per nm3
relative noise at edge 0.0410
rho, uniform exposure 0.1409
midpoint factor bright 1.6570, dark 0.3430
rho bright line 0.2334, dark line 0.0483
LER formula 0.3810 nm, Monte Carlo 0.3837 nm
3-sigma LER formula 1.143 nm
sqrt(2)*LER formula 0.5388 nm
LWR bright formula 0.5984 nm, Monte Carlo 0.6035 nm
LWR dark formula 0.5517 nm, Monte Carlo 0.5570 nm
edge correlation Monte Carlo: bright -0.237, dark -0.053
LWR/(sqrt2 LER) bright: formula 1.1106, Monte Carlo 1.1120
LWR/(sqrt2 LER) dark: formula 1.0239, Monte Carlo 1.0264
bright line centre rms formula 0.2359 nm, Monte Carlo 0.2371 nm
ratio, wavelengths along line > 100 nm: 1.117
ratio, wavelengths along line 40 to 100 nm: 1.108
edges 700 nm apart: correlation -0.003, ratio 1.001
same-sign ramp: correlation formula +0.150, Monte Carlo +0.144
same-sign ramp: ratio Monte Carlo 0.930
4x dose Monte Carlo: LER 0.1915 nm, correlation -0.222
common shift cancelling the excess 0.184 nm rms, ratio then 1.002
contour nonlinearity and sampling: LER change +0.7 %
acid model: yield 3.0, electron spread 3.0 nm, acid blur 4.0 nm
acid model LER formula 0.4698 nm, Monte Carlo 0.4740 nm
acid model rho formula 0.1789, minus Monte Carlo correlation 0.197
acid model ratio formula 1.0858
width 10 nm, pitch 20 nm: ratio bright 1.2436, dark 1.0905
width 14 nm, pitch 28 nm: ratio bright 1.1106, dark 1.0239
width 20 nm, pitch 40 nm: ratio bright 1.0161, dark 1.0021
width 28 nm, pitch 56 nm: ratio bright 1.0004, dark 1.0000
uniform exposure: ratio exceeds 1.05 for w/s below 3.02
```
